# Why Annular Through-Silicon Vias Usually Stress Silicon Less Than Filled Ones

A through-silicon via is a metal conductor that runs through the thickness of a chip. The metal is deposited or annealed warm, and on cooling it tries to contract more than the silicon around it. Because the two are bonded, the metal pulls on the silicon, and the resulting stress can disturb nearby transistors. If the metal is a tube instead of a solid rod of the same outer diameter, the silicon is usually stressed less. Why?

A common-sense answer points to the free inner surface: the wall of the bore can move, so it takes up part of the mismatch. But a tube differs from a rod in two ways. It has a free surface, and it also lacks the core metal, which would itself have contracted too much. For the long middle part of the via, well below the wafer faces, a model that can be solved in closed form separates these two effects. It shows that the free surface is only part of the reason, and that for some metals it works in the opposite direction.

## The model

Let the via be long and straight, with outer radius \(b\) and an empty bore of radius \(a\), in a very wide piece of silicon. We consider a section far from the wafer faces. Transistors lie at such a face, where the stress is different, so the results below do not give the stress acting on them. Both materials are isotropic and linearly elastic, the bond is perfect, and the temperature changes uniformly by \(\Delta T\) from a stress-free state. There is no liner and no neighbouring via.

All displacements and strains are measured from the state that silicon would reach by free thermal expansion. In this frame silicon has no thermal strain, while the metal has the mismatch strain

\[
\varepsilon=(\alpha_m-\alpha_s)\Delta T ,
\]

where \(\alpha_m\) and \(\alpha_s\) are the expansion coefficients. It is negative on cooling if the metal has the larger coefficient. Far from the ends, metal and silicon share one axial strain. The wide silicon sets it, so in our frame it is zero.

The metal has Lamé constants \(\lambda,\mu\), Young modulus \(E\) and Poisson ratio \(\nu\). Its stiffness against equal in-plane expansion is described by \(k=\lambda+\mu\). The shear modulus of silicon is \(\mu_s\). Tensile stress is positive.

For a radial displacement \(u(r)\), the strains are \(u'\) and \(u/r\), and Hooke's law in the metal reads

\[
\sigma_r=\lambda\left(u'+\frac ur\right)+2\mu u'-(3\lambda+2\mu)\varepsilon .
\]

Since \(\nu=\lambda/(2k)\), we have \(2k(1+\nu)=2k+\lambda=3\lambda+2\mu\). The thermal term is therefore \(-2ke\), with

\[
e=(1+\nu)\varepsilon .
\]

The factor \(1+\nu\) arises because the metal is also prevented from contracting along the axis. The hoop stress \(\sigma_\theta\) follows by exchanging \(u'\) and \(u/r\), so \(\sigma_r-\sigma_\theta=2\mu(u'-u/r)\). Radial equilibrium then gives

\[
\sigma_r'+\frac{\sigma_r-\sigma_\theta}{r}
=(\lambda+2\mu)\left(u''+\frac{u'}r-\frac u{r^2}\right)=0 ,
\]

whose solution is \(u=Ar+B/r\). Inserting it in Hooke's law,

\[
\sigma_{r}=2k(A-e)-\frac{2\mu B}{r^2},\qquad
\sigma_{\theta}=2k(A-e)+\frac{2\mu B}{r^2}.
\]

In silicon \(e=0\), and the stress must vanish far away, so \(u=C/r\) and \(\sigma_r=-2\mu_sC/r^2\). If \(S\) denotes the radial stress at \(r=b\), then

\[
\sigma_r=S\frac{b^2}{r^2},\qquad
\sigma_\theta=-S\frac{b^2}{r^2},\qquad
\sigma_z=0,\qquad
S=-2\mu_s\frac{u(b)}b .
\]

The axial stress vanishes because the axial strain is zero and the two in-plane stresses cancel in their sum. The single number \(S\) thus fixes the whole stress field in silicon. On cooling, \(u(b)<0\) and \(S>0\): the via pulls the silicon inward.

## The filled via, and what its core does

In a filled via \(B=0\), since the displacement must stay finite on the axis. Equating the radial stresses at \(b\) gives \(2k(A-e)=-2\mu_sA\). Hence

\[
A=\frac{ke}{k+\mu_s},\qquad
S_0=-\frac{2k\mu_s e}{k+\mu_s}.
\]

Both in-plane stresses equal \(S_0\) everywhere in the metal. The outer radius does not appear: a thicker rod produces the same stress at its surface, but its field reaches farther.

Now imagine a cut at \(r=a\). The core pulls inward on the surrounding ring with the stress \(S_0\). Taking the core out removes this pull, and the ring in turn pulls less on the silicon. In this sense the free surface does account for the whole difference between rod and tube. The statement hides a question, however. The core pulls because it is itself trying to contract. Would a core that had no such tendency also have to be removed?

## A core without mismatch

To find out, fill the bore with a bonded elastic core that expands like silicon. Let its in-plane bulk modulus be \(k_c\), defined as \(k\) is for the metal. Setting \(k_c=0\) recovers the empty bore, and setting \(k_c=k\) describes metal whose mismatch has been switched off but whose in-plane stiffness is retained.

The core deforms as \(u=A_cr\), with radial stress \(2k_cA_c\). Let \(D=B/a^2\) and \(f=a^2/b^2\), the fraction of the cross-section taken by the core. Continuity of displacement at \(a\) gives \(A_c=A+D\), and continuity of radial stress there gives

\[
k(A-e)-\mu D=k_c(A+D)
\quad\Rightarrow\quad
D=\frac{(k-k_c)A-ke}{k_c+\mu}.
\]

At the outer surface \(u(b)/b=A+fD\), so the balance of radial stress is

\[
k(A-e)-\mu fD=-\mu_s(A+fD).
\]

Collecting terms,

\[
(k+\mu_s)A+f(\mu_s-\mu)D=ke .
\]

Insert \(D\), multiply by \(k_c+\mu\), and define

\[
N=(k+\mu_s)(k_c+\mu)+f(\mu_s-\mu)(k-k_c).
\]

The result is

\[
A=\frac{ke\,[k_c+\mu+f(\mu_s-\mu)]}{N}.
\]

When this is put back into the expression for \(D\), the terms containing \(f\) cancel in the numerator, leaving

\[
D=-\frac{ke\,(k_c+\mu_s)}{N}.
\]

The displacement of the outer surface follows by addition:

\[
\frac{u(b)}b=A+fD=\frac{ke(1-f)(k_c+\mu)}N .
\]

Multiplying by \(-2\mu_s\) and dividing by \(S_0\), we obtain

\[
\frac S{S_0}=
\frac{1-f}{1+f\,\dfrac{(\mu_s-\mu)(k-k_c)}{(k_c+\mu)(k+\mu_s)}} .
\]

The numerator counts the metal that still has a mismatch. The denominator describes how the stiffness of the core alters the pull of this metal on the silicon.

For \(k_c=k\) the denominator is one, and \(S=(1-f)S_0\) for any values of the shear moduli. This is the effect of missing mismatch alone. No free surface has been created, yet the stress in silicon has fallen by the area fraction of the core.

For the empty bore, \(k_c=0\), the ratio becomes

\[
R=(1-f)g,\qquad
g=\frac1{1+f\,\dfrac{k(\mu_s-\mu)}{\mu(k+\mu_s)}} .
\]

The factor \(g\) is the further effect of removing the core's stiffness, that is, of letting the inner surface go free. It lowers the stress if \(\mu<\mu_s\), does nothing if \(\mu=\mu_s\), and raises the stress if \(\mu>\mu_s\).

Even in the last case the tube stresses silicon less than a rod of equal outer radius. To see this, write

\[
q=\frac{1+k/\mu}{1+k/\mu_s},\qquad
q-1=\frac{k(\mu_s-\mu)}{\mu(k+\mu_s)} .
\]

Then \(g=1/[1+f(q-1)]\), and

\[
R=\frac{1-f}{1-f+qf}
=\frac1{1+q\,f/(1-f)} .
\]

Since \(q\) is positive, \(R<1\) for every bore with \(0<f<1\). For a narrow bore \(R\approx1-qf\). For a thin wall \(R\approx(1-f)/q\), so the stress vanishes in proportion to the remaining metal area.

## Numbers for a compliant metal

Take round model values: \(E=100\) GPa and \(\nu=0.35\) for the metal, and 160 GPa and 0.25 for silicon, treated as isotropic. These give \(\mu=37.04\) GPa, \(k=123.46\) GPa and \(\mu_s=64.00\) GPa. The expansion difference is 15 ppm/K and the via cools by 50 K, so \(\varepsilon=-750\) ppm and \(e=1.35\,\varepsilon=-1012.5\) ppm. The radii are \(a=3\) µm and \(b=5\) µm, so \(f=9/25=0.36\).

For the filled via,

\[
S_0=\frac{2(123.46)(64.00)(1.0125\times10^{-3})}{123.46+64.00}\ \text{GPa}
=85.35\ \text{MPa}.
\]

For the tube, \(q=1.4795\), and therefore

\[
g=\frac1{1+0.36\times0.4795}=0.853,\qquad
R=0.64\times0.853=0.546 .
\]

The interface stress is \(S=46.59\) MPa. An independent radial finite-element calculation, with a wide but finite host and a free axial strain, gives 85.35 and 46.58 MPa for the two vias.

The fall of 38.8 MPa can be followed in two steps. Switching off the mismatch of the core brings the stress from 85.35 to 54.63 MPa, a relief of 30.7 MPa. Removing the now mismatch-free core brings it to 46.59 MPa, a further 8.0 MPa. In this order, 79 % of the relief comes from missing mismatch and 21 % from the freedom of the bore.

The order matters for such percentages. If the stiffness of the core were removed first, the core could exert no force, and switching off its mismatch afterwards would change nothing. The percentages therefore belong to the chosen sequence. What does not depend on bookkeeping is the comparison of real alternatives. With a silicon core inside the metal ring, \(S/S_0=0.641\). With a perfectly rigid core that has no mismatch, it is 0.675. A free inner surface is thus sufficient for the relief, but in this example most of the relief can be had without one. This is not general. For \(k_c=k\) the share of the relief that survives is \(f/(1-R)=f+(1-f)/q\), which falls below one half for a narrow bore in a metal soft enough in shear that \(q>2\).

## How the bore moves

The motion of the inner surface shows why its freedom has so variable an effect. From \(A_c=A+D\) with \(k_c=0\),

\[
\frac{u(a)}a=
-\frac{ke(1-f)(\mu_s-\mu)}
{\mu(k+\mu_s)+fk(\mu_s-\mu)} .
\]

Two tendencies compete here. A metal tube released from the silicon at its outer surface, but still held at zero axial strain, would shrink as a whole, carrying its bore inward by the strain \(e\). The silicon, however, pulls the tube outward. For a stress-free bore, the condition \(\sigma_r(a)=0\) gives \(D=k(A-e)/\mu\), and the stress at \(b\) gives \(A-e=S/[2k(1-f)]\). Hence

\[
\frac{u(a)}a=e+\frac{S}{2(1-f)}\left(\frac1k+\frac1\mu\right).
\]

On cooling the first term is negative and the second positive. For \(\mu=\mu_s\) they cancel: the bore wall stays where freely contracting silicon would put it. A mismatch-free core would then fit the bore without being strained, and its stiffness could not matter. The free surface does not move in this frame, yet the stress has fallen by the fraction \(f\).

If the metal is softer in shear than silicon, the outward stretch wins and the bore opens relative to freely contracting silicon. In the example it moves outward by 0.79 nm relative to freely contracting silicon. A mismatch-free core would resist this opening by pulling the wall inward, and so would add to the pull on the silicon. Removing that resistance is what the factor \(g<1\) describes. If the metal is stiffer in shear, the bore closes on cooling. A core would then push outward and oppose the pull on the silicon, so removing it raises the stress.

The comparison with the filled via is different again. There the circle at \(r=3\) µm moves inward by 2.00 nm in the same frame. Replacing rod by tube therefore shifts this circle outward by 2.8 nm. This relative motion is the accommodation that the common-sense answer has in mind. It is real, but it includes the response to losing a core that was itself contracting.

## Distance, and equal metal area

Outside the via the stress falls as \(1/r^2\). At \(r=10\) µm the radial stress is \(85.35\times25/100=21.3\) MPa for the rod and 11.6 MPa for the tube. In this deep section the radial stress falls to 10 MPa at the radius \(b\sqrt{S/(10\ \text{MPa})}\): 14.6 µm for the rod and 10.8 µm for the tube. This radius shrinks as \(\sqrt R\), more slowly than the stress itself. The \(1/r^2\) law needs a via much longer than the radius considered: at mid-depth and \(r=14.6\) µm the stress is about 2.5 % higher in a wafer 100 µm thick and 7 to 8 % lower in one 50 µm thick. The radius is not a safe distance for transistors, which lie at the wafer face.

So far the outer radii were equal, which means that the tube contained less metal. A designer may instead hold the metal area fixed, so that the resistance to direct current is unchanged for equal resistivity. The corresponding rod has radius \(b_0=b\sqrt{1-f}\), here 4 µm. Its surface stress is still \(S_0\), but its distant field is smaller. At a given point outside both vias,

\[
\frac{\sigma_r^{\text{tube}}}{\sigma_r^{\text{rod}}}
=\frac{Sb^2}{S_0b_0^2}
=\frac R{1-f}=g .
\]

The missing-mismatch factor has dropped out, and this comparison isolates the effect of the free bore. At 10 µm the rod gives 13.7 MPa and the tube 11.6 MPa. The advantage has shrunk from 45 % to 15 % of the respective rod's stress.

For a metal stiffer in shear than silicon the advantage is reversed. With \(E=400\) GPa and \(\nu=0.28\), the shear modulus is 156 GPa, and the same geometry gives \(g=1.22\). At equal metal area the tube then stresses distant silicon 22 % more than the rod. At equal outer radius it still stresses it less, with \(R=0.78\). Whether the tube stresses the deep silicon less can therefore depend on what is held fixed.

The size of the bore matters too. For the compliant metal, \(R\) falls from 0.94 at \(a/b=0.2\) to 0.14 at \(a/b=0.9\). Over the same range \(g\) falls only from 0.98 to 0.72. The strong reduction for thin walls is thus mainly a reduction in the amount of contracting metal.

## The stress left in the metal

In the example the silicon is relieved, but the metal at the bore is not. With \(\sigma_r(a)=0\) and \(\sigma_r(b)=S\), the stresses in the tube are

\[
\sigma_{r,\theta}=\frac S{1-f}\left(1\mp\frac{a^2}{r^2}\right),
\]

with the upper sign for \(\sigma_r\). The hoop stress at the bore is \(2S/(1-f)=145.6\) MPa, well above the 85.35 MPa in the filled via. Zero relative axial strain requires

\[
\sigma_z=\nu(\sigma_r+\sigma_\theta)-E\varepsilon ,
\]

which gives \(0.35\times145.6+75=126\) MPa in the tube and 135 MPa in the rod.

Yielding of a metal is commonly judged by the von Mises stress \(\sigma_M\), which measures the differences between the three principal stresses. With \(H=S/(1-f)\), it is here

\[
\sigma_M^2=(\sigma_z-H)^2+3H^2\frac{a^4}{r^4}.
\]

The first term is uniform and the second is largest at the bore, where \(\sigma_M=137\) MPa. In the rod the two in-plane stresses are equal, and \(\sigma_M=\sigma_z-S_0=49\) MPa. Since all stresses are proportional to \(\Delta T\), the tube reaches a given yield stress after \(49.4/136.8=36\) % of the cooling that the rod needs. The elastic results hold only while the metal's yield stress exceeds these values. Beyond that point the flow of the metal must be included, and the ratio \(R\) no longer follows from the formula. The cooling of 50 K is small: a yield stress of 200 MPa would be reached at the bore after about 73 K. Plastic flow towards the free bore then limits the pull on the silicon, while a rod or a cored tube stays confined. For a perfectly plastic metal with this yield stress, cooled by 250 K, the ratio falls to about 0.25, and a silicon core would keep only about 46 % of the relief. The free surface then supplies the larger part.

Other limits are set by the geometry and the materials. At a free wafer face the axial stress in the metal must vanish, and this release changes the stress in the silicon nearby. The plane solution fails there, and neither \(R\) nor \(g\) can be used. Even the ranking of tube and rod may change, at equal metal area and, close to the via, also at equal outer radius. The effect on transistors has to be judged with a calculation that includes the face. A compliant liner, a neighbouring via or the crystal anisotropy of silicon changes the field. The shear modulus of crystalline silicon ranges from about 51 to 80 GPa with direction, so for a metal whose \(\mu\) lies in this range the isotropic model cannot say whether \(g\) is above or below one. A filler with its own thermal mismatch pulls or pushes on the bore wall, so the result for an empty bore cannot be carried over to it.

Deep in the wafer, then, the tube stresses silicon less than a rod of the same outer radius because no contracting core pulls on its inner wall. Most of this relief, in the example and while the metal stays elastic, would survive if the bore were filled with a solid that matched the expansion of silicon. The free surface adds to it when the metal is softer in shear than silicon, and takes some of it back when the metal is stiffer. The numerical output lists the values for the cases discussed.

## Numbers as computed

```
metal Young modulus 100 GPa, Poisson ratio 0.35
silicon Young modulus 160 GPa, Poisson ratio 0.25
metal shear modulus mu = 37.04 GPa
metal plane bulk modulus k = 123.46 GPa
silicon shear modulus mu_s = 64.00 GPa
silicon plane bulk modulus = 128.00 GPa
expansion difference = 15.0 ppm/K
temperature change = -50 K
bore radius a = 3.0 um, outer radius b = 5.0 um
area fraction f = 0.3600
mismatch strain epsilon = -750.0 ppm
in-plane mismatch e = -1012.5 ppm
filled interface stress S0 = 85.35 MPa
annular interface stress S = 46.59 MPa
finite-element S0 = 85.35 MPa
finite-element S = 46.58 MPa
ratio R = 0.5458
q = 1.4795
free-bore factor g = 0.8528
stress with mismatch-free metal core = 54.63 MPa
relief from absent core mismatch = 30.73 MPa
further relief from free bore = 8.04 MPa
share of relief from absent mismatch = 79.3 %
S/S0 with silicon core = 0.6409
S/S0 with rigid mismatch-free core = 0.6749
annular bore displacement = +0.795 nm
same circle in filled via = -2.000 nm
filled: silicon radial stress at 10 um = 21.34 MPa
annular: silicon radial stress at 10 um = 11.65 MPa
filled: radius at 10 MPa = 14.61 um
annular: radius at 10 MPa = 10.79 um
equal-area filled radius = 4.00 um
equal-area filled: stress at 10 um = 13.66 MPa
annular bore hoop stress = 145.58 MPa
annular metal axial stress = 125.95 MPa
filled metal axial stress = 134.75 MPa
annular maximum von Mises stress = 136.83 MPa
filled von Mises stress = 49.39 MPa
stiff metal: Young modulus 400 GPa, Poisson ratio 0.28
stiff metal shear modulus = 156.25 GPa
stiff metal equal-area distant ratio g = 1.2196
stiff metal equal-radius ratio R = 0.7806
a/b=0.2: 1-f=0.9600, g=0.9812, R=0.9419
a/b=0.4: 1-f=0.8400, g=0.9288, R=0.7802
a/b=0.6: 1-f=0.6400, g=0.8528, R=0.5458
a/b=0.8: 1-f=0.3600, g=0.7652, R=0.2755
a/b=0.9: 1-f=0.1900, g=0.7203, R=0.1369
```
